**Positive definiteness of BFGS updates, with and without Powell damping**

For a positive definite model Hessian $B$, step $s$ and gradient change $y$, the BFGS update is positive definite if and only if $s^Ty>0$. The program asserts this on random matrices of dimension 2 to 6, leaving out nearly orthogonal pairs $s,y$: all 290 updates with a positive product are positive definite, and all 300 with a negative product have one negative eigenvalue. It also asserts the determinant ratio $s^Ty/(s^TBs)$ and the formula for the eigenvalues relative to $B$. Powell damping replaces $y$ by $r=\theta y+(1-\theta)Bs$, and a scan over determinants confirms, within the grid spacing, that the formula gives the largest admissible $\theta$ for the threshold $\sigma=0.2$. On a two-coordinate double-well model, the product $s^Ty$ agrees with the integrated curvature along the step and is negative, although the energy falls. The plain update then gives an uphill direction, and the damped update a downhill one. A damped optimization with capped steps and backtracking reaches a minimum in ten steps, with two damped updates.

## Numerical check

```python
"""
Result under test: for symmetric positive definite B, the BFGS update
    B_new = B - B s s^T B / (s^T B s) + y y^T / (s^T y)
is positive definite if and only if s^T y > 0; for s^T y < 0 it has exactly
one negative eigenvalue. Powell damping replaces y by
    r = theta*y + (1 - theta)*B s,
with the largest theta in [0, 1] for which s^T r >= sigma * s^T B s.
Symbols: B model Hessian, s step, y gradient change, sigma damping threshold.
Example units: energy eV, length angstrom (A).
"""
import numpy as np
from scipy.linalg import eigh

SIGMA = 0.2


def bfgs(B, s, y):
    Bs = B @ s
    return B - np.outer(Bs, Bs) / (s @ Bs) + np.outer(y, y) / (s @ y)


def powell(B, s, y, sigma=SIGMA):
    model, measured = s @ B @ s, s @ y
    theta = 1.0
    if measured < sigma * model:
        theta = (1 - sigma) * model / (model - measured)
    return theta, theta * y + (1 - theta) * (B @ s)


def largest_theta_by_scan(B, s, y, sigma, points):
    """Largest theta whose updated matrix keeps det ratio >= sigma."""
    best = 0.0
    for theta in np.linspace(0, 1, points):
        r = theta * y + (1 - theta) * (B @ s)
        ratio = np.linalg.det(bfgs(B, s, r)) / np.linalg.det(B)
        if ratio >= sigma - 1e-10:
            best = theta
    return best


# ---- random matrices: sign count, determinant, relative eigenvalues ----
rng = np.random.default_rng(7)
n_positive = n_negative = n_damped = 0
for trial in range(600):
    n = 2 + trial % 5
    A = rng.normal(size=(n, n))
    B = A @ A.T + np.eye(n)
    s, y = rng.normal(size=n), rng.normal(size=n)
    product = s @ y
    # nearly orthogonal pairs are left out: rounding would blur the signs
    if abs(product) < 0.02 * np.linalg.norm(s) * np.linalg.norm(y):
        continue
    B_new = bfgs(B, s, y)
    negatives = int(np.sum(np.linalg.eigvalsh(B_new) < 0))
    assert negatives == (0 if product > 0 else 1)
    n_positive += product > 0
    n_negative += product < 0
    delta = product / (s @ B @ s)
    assert np.isclose(np.linalg.det(B_new) / np.linalg.det(B), delta,
                      rtol=1e-7)
    beta = y @ np.linalg.solve(B, y) / product
    root = np.sqrt(max((1 + beta)**2 - 4 * delta, 0.0))
    predicted = np.sort(np.r_[np.ones(n - 2), (1 + beta - root) / 2,
                              (1 + beta + root) / 2])
    relative = eigh(B_new, B, eigvals_only=True)
    assert np.allclose(relative, predicted, rtol=0,
                       atol=1e-8 * max(1, np.abs(relative).max()))
    theta, r = powell(B, s, y)
    B_damped = bfgs(B, s, r)
    assert np.linalg.eigvalsh(B_damped)[0] > 0
    assert np.linalg.det(B_damped) / np.linalg.det(B) > SIGMA - 1e-7
    n_damped += theta < 1
    if trial < 20:
        scanned = largest_theta_by_scan(B, s, y, SIGMA, 1001)
        assert abs(scanned - theta) < 1.1e-3  # grid spacing 1e-3
assert min(n_positive, n_negative, n_damped) > 50

# ---- model energy surface ----
D, a, k, c = 1.0, 1.0, 4.0, 0.5


def energy(p):
    x, q = p
    return D * ((x / a)**2 - 1)**2 + 0.5 * k * (q - c * x)**2


def gradient(p):
    x, q = p
    spring = k * (q - c * x)
    return np.array([4 * D * x / a**2 * ((x / a)**2 - 1) - c * spring,
                     spring])


x0 = np.array([0.2, 0.0])
B0 = 5.0 * np.eye(2)
g0 = gradient(x0)
h = 1e-5
g_numeric = [(energy(x0 + h * e) - energy(x0 - h * e)) / (2 * h)
             for e in np.eye(2)]
assert np.allclose(g0, g_numeric, atol=1e-8)

s = -np.linalg.solve(B0, g0)
x1 = x0 + s
g1 = gradient(x1)
y = g1 - g0
model, measured = s @ B0 @ s, s @ y
assert measured < 0

# integrated second derivative of the energy along the step
nodes, weights = np.polynomial.legendre.leggauss(6)
h = 1e-2
curvature_integral = sum(
    0.5 * w * (energy(x0 + (t + h) * s) - 2 * energy(x0 + t * s)
               + energy(x0 + (t - h) * s)) / h**2
    for t, w in zip((nodes + 1) / 2, weights))
assert abs(curvature_integral - measured) < 1e-6

# energy decrease holds, the Wolfe slope condition does not
c1, c2 = 1e-4, 0.9
assert energy(x1) < energy(x0) + c1 * (g0 @ s)
assert g1 @ s < c2 * (g0 @ s)
wolfe_multiples = []
for t in np.arange(0.1, 10.0, 0.1):
    g_t = gradient(x0 + t * s)
    if g_t @ s >= c2 * (g0 @ s):
        wolfe_multiples.append(t)
        assert np.linalg.eigvalsh(bfgs(B0, t * s, g_t - g0))[0] > 0
assert wolfe_multiples

# plain and damped updates
theta, r = powell(B0, s, y)
theta_scan = largest_theta_by_scan(B0, s, y, SIGMA, 4001)
assert abs(theta - theta_scan) < 2.6e-4  # grid spacing 2.5e-4
B_plain, B_damped = bfgs(B0, s, y), bfgs(B0, s, r)
eig_plain = np.linalg.eigvalsh(B_plain)
eig_damped = np.linalg.eigvalsh(B_damped)
assert eig_plain[0] < 0 < eig_plain[1] and eig_damped[0] > 0
p_plain = -np.linalg.solve(B_plain, g1)
p_damped = -np.linalg.solve(B_damped, g1)
assert g1 @ p_plain > 0 > g1 @ p_damped
cap = 0.3
trial_plain = x1 + cap * p_plain / np.linalg.norm(p_plain)
trial_damped = x1 + cap * p_damped / np.linalg.norm(p_damped)
assert energy(trial_plain) > energy(x1) > energy(trial_damped)

# conditioning against the threshold
sigma_table = []
for sigma in (0.2, 0.01, 0.0001):
    th, rr = powell(B0, s, y, sigma)
    low, high = eigh(bfgs(B0, s, rr), B0, eigvals_only=True)
    assert np.isclose(low * high, sigma, rtol=1e-5)
    sigma_table.append((sigma, th, low, high))
assert sigma_table[0][3] < sigma_table[1][3] < sigma_table[2][3]

# complete damped optimization: step cap and backtracking on the energy
x, B, damped_count, smallest = x0.copy(), B0.copy(), 0, np.inf
converged = False
for iteration in range(201):
    g = gradient(x)
    if np.linalg.norm(g) < 1e-6:
        converged = True
        break
    p = -np.linalg.solve(B, g)
    assert g @ p < 0
    t = min(1.0, cap / np.linalg.norm(p))
    while energy(x + t * p) > energy(x) + c1 * t * (g @ p):
        t *= 0.5
        assert t > 1e-12
    step = t * p
    change = gradient(x + step) - g
    th, rr = powell(B, step, change)
    damped_count += th < 1
    B = bfgs(B, step, rr)
    smallest = min(smallest, np.linalg.eigvalsh(B)[0])
    x = x + step
assert converged and smallest > 0 and damped_count >= 1
assert abs(abs(x[0]) - a) < 1e-5 and abs(x[1] - c * x[0]) < 1e-5


def show(label, value, unit=""):
    numbers = np.atleast_1d(value).ravel()
    print(f"{label}: " + ", ".join(f"{v:.5g}" for v in numbers), unit)


show("random updates with s.y > 0, all positive definite", n_positive)
show("random updates with s.y < 0, one negative eigenvalue", n_negative)
show("random updates that needed damping", n_damped)
show("D", D, "eV")
show("a", a, "A")
show("k", k, "eV/A^2")
show("c", c)
show("start (x, q)", x0, "A")
show("initial B diagonal", np.diag(B0), "eV/A^2")
show("gradient at start", g0, "eV/A")
show("step s", s, "A")
show("point after step", x1, "A")
show("gradient after step", g1, "eV/A")
show("gradient change y", y, "eV/A")
show("energy before and after step", [energy(x0), energy(x1)], "eV")
show("s.B.s", model, "eV")
show("s.y", measured, "eV")
show("s.y from integrated curvature", curvature_integral, "eV")
show("mean curvature s.y/|s|^2", measured / (s @ s), "eV/A^2")
show("ratio delta = s.y/s.B.s", measured / model)
show("slopes g0.s and g1.s", [g0 @ s, g1 @ s], "eV")
show("Wolfe constants c1, c2", [c1, c2])
show("smallest scanned step multiple meeting slope condition",
     wolfe_multiples[0])
show("plain B_new (11, 12, 22)", B_plain[[0, 0, 1], [0, 1, 1]], "eV/A^2")
show("plain eigenvalues", eig_plain, "eV/A^2")
show("sigma", SIGMA)
show("theta from formula", theta)
show("theta from determinant scan", theta_scan)
show("damped vector r", r, "eV/A")
show("s.r", s @ r, "eV")
show("damped B_new (11, 12, 22)", B_damped[[0, 0, 1], [0, 1, 1]], "eV/A^2")
show("damped eigenvalues", eig_damped, "eV/A^2")
show("next direction, plain", p_plain, "A")
show("next direction, damped", p_damped, "A")
show("g1.p, plain", g1 @ p_plain, "eV")
show("g1.p, damped", g1 @ p_damped, "eV")
show("step cap", cap, "A")
show("energy after capped-length step, plain", energy(trial_plain), "eV")
show("energy after capped-length step, damped", energy(trial_damped), "eV")
for row in sigma_table:
    show("sigma, theta, low and high eigenvalue relative to B", row)
show("damped optimization: iterations", iteration)
show("damped optimization: updates damped", damped_count)
show("damped optimization: smallest eigenvalue of B", smallest, "eV/A^2")
print(f"damped optimization: final (x, q): {x[0]:.6f}, {x[1]:.6f} A")
print(f"damped optimization: final energy: {energy(x):.1e} eV")
print(f"damped optimization: final |g|: {np.linalg.norm(g):.1e} eV/A")
print("done: every assertion held")
```

It prints:

```
random updates with s.y > 0, all positive definite: 290 
random updates with s.y < 0, one negative eigenvalue: 300 
random updates that needed damping: 513 
D: 1 eV
a: 1 A
k: 4 eV/A^2
c: 0.5 
start (x, q): 0.2, 0 A
initial B diagonal: 5, 5 eV/A^2
gradient at start: -0.568, -0.4 eV/A
step s: 0.1136, 0.08 A
point after step: 0.3136, 0.08 A
gradient after step: -0.97744, -0.3072 eV/A
gradient change y: -0.40944, 0.0928 eV/A
energy before and after step: 0.9416, 0.82478 eV
s.B.s: 0.096525 eV
s.y: -0.039088 eV
s.y from integrated curvature: -0.039088 eV
mean curvature s.y/|s|^2: -2.0248 eV/A^2
ratio delta = s.y/s.B.s: -0.40495 
slopes g0.s and g1.s: -0.096525, -0.13561 eV
Wolfe constants c1, c2: 0.0001, 0.9 
smallest scanned step multiple meeting slope condition: 6 
plain B_new (11, 12, 22): -2.6311, -1.3817, 3.1221 eV/A^2
plain eigenvalues: -2.9458, 3.4367 eV/A^2
sigma: 0.2 
theta from formula: 0.56941 
theta from determinant scan: 0.56925 
damped vector r: 0.011434, 0.22508 eV/A
s.r: 0.019305 eV
damped B_new (11, 12, 22): 1.6644, -2.2205, 5.9665 eV/A^2
damped eigenvalues: 0.7239, 6.907 eV/A^2
next direction, plain: -0.34336, -0.053565 A
next direction, damped: 1.3028, 0.53634 A
g1.p, plain: 0.35207 eV
g1.p, damped: -1.4382 eV
step cap: 0.3 A
energy after capped-length step, plain: 1.0007 eV
energy after capped-length step, damped: 0.44394 eV
sigma, theta, low and high eigenvalue relative to B: 0.2, 0.56941, 0.14478, 1.3814 
sigma, theta, low and high eigenvalue relative to B: 0.01, 0.70465, 0.00090913, 11 
sigma, theta, low and high eigenvalue relative to B: 0.0001, 0.7117, 9.8027e-08, 1020.1 
damped optimization: iterations: 10 
damped optimization: updates damped: 2 
damped optimization: smallest eigenvalue of B: 0.14491 eV/A^2
damped optimization: final (x, q): 1.000000, 0.500000 A
damped optimization: final energy: 1.3e-16 eV
damped optimization: final |g|: 3.2e-08 eV/A
done: every assertion held
```
